**First moment of the Holstein electron-addition spectrum**

For one electron added to an empty Holstein lattice in its phonon vacuum, the mean of the complete spectrum at momentum $k$ is the bare band energy $\varepsilon_k$. Here $\Omega$ is the phonon energy, $g$ the coupling, $Z$ the weight of the lowest line and $\Delta$ its distance below $\varepsilon_k$. The program diagonalizes a four-site ring and asserts the mean, the variance $g^2$, the third central moment $g^2(\Omega-\varepsilon_k)$ and the balance between the lowest line and all others. It also asserts the bound $Z\le g^2/(g^2+\Delta^2)$ at four couplings, the Poisson lines of a single site, and the agreement of larger rings within stated tolerances. A separately built two-site model tests the effects of temperature, disorder, hopping that depends linearly on lattice displacement, quadratic coupling and finite electron density. For hopping 0.10 eV, $\Omega=0.10$ eV and $g=0.15$ eV, the output puts the lowest $k=0$ line at −0.3165 eV with weight 0.41, while the mean stays at −0.200 eV. Cutting the spectrum off at 0.05 eV produces an apparent shift of −0.031 eV.

## Program and output

```python
"""Electron addition to an empty Holstein lattice in its phonon vacuum.

Result under test: at each momentum k the mean of the complete addition
spectrum is the bare band energy, although the lowest (polaron) line is lower.
H = band + omega*sum(b^dagger b) + g*sum(n*(b+b^dagger)), energies in eV.
hopping: nearest-neighbour hopping; omega: phonon energy; g: coupling;
Z: weight of the lowest line; Delta: its distance below the band energy.
Band energy on the chain: -2*hopping*cos(k), k in units of 1/lattice spacing.
"""
import math
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import eigsh

hopping, omega, g = 0.10, 0.10, 0.15
boltzmann = constants.k / constants.e


def ring_hamiltonian(sites, max_phonons, k, coupling):
    """Fixed total momentum; phonon positions are relative to the electron."""
    conf = np.zeros((1, 0), dtype=np.int64)
    for _ in range(sites):
        parts = []
        for number in range(max_phonons + 1):
            keep = conf[conf.sum(axis=1) + number <= max_phonons]
            column = np.full((len(keep), 1), number, dtype=np.int64)
            parts.append(np.hstack((keep, column)))
        conf = np.vstack(parts)
    powers = (max_phonons + 1) ** np.arange(sites, dtype=np.int64)
    codes = conf @ powers
    order = np.argsort(codes)
    conf, codes = conf[order], codes[order]
    size = len(codes)
    columns = np.arange(size)
    moved = np.searchsorted(codes, np.roll(conf, -1, axis=1) @ powers)
    shift = csr_matrix((np.ones(size), (moved, columns)), shape=(size, size))
    source = np.flatnonzero(conf.sum(axis=1) < max_phonons)
    target = np.searchsorted(codes, codes[source] + powers[0])
    raising = csr_matrix((np.sqrt(conf[source, 0] + 1.0), (target, source)),
                         shape=(size, size))
    phase = np.exp(-1j * k)
    if abs(phase.imag) < 1e-12:
        phase = phase.real
    return (diags(omega * conf.sum(axis=1)) + coupling * (raising + raising.T)
            - hopping * (phase * shift + np.conj(phase) * shift.T)).tocsr()


def lowest_line(sites, max_phonons, coupling):
    matrix = ring_hamiltonian(sites, max_phonons, 0.0, coupling)
    start = np.zeros(matrix.shape[0])
    start[0] = 1.0
    energy, vector = eigsh(matrix, k=1, which="SA", v0=start, tol=1e-11)
    return energy[0], vector[0, 0] ** 2


# Complete spectra of the four-site ring, moments summed line by line.
spectra, summary = {}, {}
for label, k in (("0", 0.0), ("pi/2", np.pi / 2), ("pi", np.pi)):
    energies, vectors = eigh(ring_hamiltonian(4, 12, k, g).toarray())
    weights = np.abs(vectors[0]) ** 2
    band = -2 * hopping * np.cos(k)
    mean = np.sum(weights * energies)
    variance = np.sum(weights * (energies - mean) ** 2)
    third = np.sum(weights * (energies - mean) ** 3)
    assert abs(weights.sum() - 1) < 1e-9
    assert abs(mean - band) < 1e-9
    assert abs(variance - g**2) < 1e-9
    assert abs(third - g**2 * (omega - band)) < 1e-9
    spectra[label] = energies, weights
    summary[label] = (band, mean, np.sqrt(variance), third,
                      weights[energies < band].sum())

energies, weights = spectra["0"]
band = -2 * hopping
polaron, Z = energies[0], weights[0]
Delta = band - polaron
rest_mean = np.sum(weights[1:] * energies[1:]) / weights[1:].sum()
assert Delta > 0.03
assert abs(rest_mean - (band + Z * Delta / (1 - Z))) < 1e-9
window_top = band + 0.25
inside = energies < window_top
window_weight = weights[inside].sum()
window_mean = np.sum(weights[inside] * energies[inside]) / window_weight
assert window_mean < band - 0.01
top_999 = energies[np.searchsorted(np.cumsum(weights), 0.999)]

# Phonon cutoff and ring size.
assert abs(lowest_line(4, 16, g)[0] - polaron) < 1e-4
energy6, Z6 = lowest_line(6, 12, g)
energy8, Z8 = lowest_line(8, 10, g)
assert abs(energy6 - energy8) < 0.002 and abs(Z6 - Z8) < 0.02
assert abs(polaron - energy8) < 0.01 and abs(Z - Z8) < 0.10

# Bound on the weight of the lowest line, over a range of couplings.
coupling_rows = []
for coupling in (0.05, 0.10, 0.15, 0.20):
    energy, weight = lowest_line(4, 12, coupling)
    bound = coupling**2 / (coupling**2 + (band - energy) ** 2)
    assert weight <= bound
    coupling_rows.append((coupling, energy, weight, bound))

# Weak-coupling edge shift, then its one- and three-dimensional sizes.
q4 = 2 * np.pi * np.arange(4) / 4
weak = 0.01
weak_formula = weak**2 * np.mean(
    1 / (omega + 2 * hopping * (1 - np.cos(q4))))
weak_actual = band - lowest_line(4, 6, weak)[0]
assert abs(weak_actual / weak_formula - 1) < 0.01
q = 2 * np.pi * (np.arange(48) + 0.5) / 48
rise = 2 * hopping * (1 - np.cos(q))
shift_1d = g**2 * np.mean(1 / (omega + rise))
assert abs(shift_1d - g**2 / np.sqrt(omega**2 + 4 * hopping * omega)) < 1e-8
shift_3d = g**2 * np.mean(1 / (omega + rise[:, None, None]
                              + rise[None, :, None] + rise[None, None, :]))

# Atomic limit: one displaced oscillator against the Poisson line spectrum.
lower = np.diag(np.sqrt(np.arange(1, 45)), 1)
position = lower + lower.T
number_op = np.diag(np.arange(45.0))
S = g**2 / omega**2
atomic_energy, atomic_vector = eigh(omega * number_op + g * position)
atomic_weight = atomic_vector[0] ** 2
for n in range(10):
    assert abs(atomic_energy[n] - (n - S) * omega) < 1e-8
    poisson = math.exp(-S) * S**n / math.factorial(n)
    assert abs(atomic_weight[n] - poisson) < 1e-8
atomic_mean = np.sum(atomic_weight * atomic_energy)
assert abs(atomic_mean) < 1e-9

# Site-space dimer, built separately from the momentum-space ring.
levels = 16
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
position = lower + lower.T
unit = np.eye(levels)
x1, x2 = np.kron(position, unit), np.kron(unit, position)
occupation = np.arange(levels)
phonon_energy = omega * np.add.outer(occupation, occupation).ravel()
phonon_h = np.diag(phonon_energy)
phonon_unit = np.eye(levels**2)


def dimer_hamiltonian(disorder=0.0, quadratic=0.0, bond=0.0):
    site1 = phonon_h + g * x1 + quadratic * x1 @ x1 + disorder * phonon_unit
    site2 = phonon_h + g * x2 + quadratic * x2 @ x2 - disorder * phonon_unit
    transfer = -hopping * phonon_unit + bond * (x1 - x2)
    return np.block([[site1, transfer], [transfer, site2]])


def dimer_moments(matrix, sign, temperature=0.0):
    """Mean and variance from all transitions out of the empty dimer."""
    final, vectors = eigh(matrix)
    if temperature == 0:
        probability = (phonon_energy == 0).astype(float)
    else:
        probability = np.exp(-phonon_energy / (boltzmann * temperature))
        probability /= probability.sum()
    size = levels**2
    amplitude = (vectors[:size] + sign * vectors[size:]) / np.sqrt(2)
    line_weight = probability[:, None] * amplitude**2
    line_energy = final[None, :] - phonon_energy[:, None]
    average = np.sum(line_weight * line_energy)
    return average, np.sum(line_weight * (line_energy - average) ** 2)


def bose(temperature):
    return 1 / np.expm1(omega / (boltzmann * temperature))


plain = dimer_hamiltonian()
for sign in (1, -1):
    for temperature in (300.0, 900.0):
        average, variance = dimer_moments(plain, sign, temperature)
        assert abs(average + sign * hopping) < 1e-6
        # The finite oscillator ladder leaves a small thermal tail error.
        assert abs(variance - g**2 * (2 * bose(temperature) + 1)) < 1e-6

disorder = 0.10
average, variance = dimer_moments(dimer_hamiltonian(disorder=disorder), 1)
assert abs(average + hopping) < 1e-9
assert abs(variance - g**2 - disorder**2) < 1e-9
average, _ = dimer_moments(dimer_hamiltonian(bond=0.03), 1)
assert abs(average + hopping) < 1e-9

# Quadratic coupling that raises the occupied-site phonon energy by 10%.
stiffening = 1.10
quadratic = omega * (stiffening**2 - 1) / 4
wide_lower = np.diag(np.sqrt(np.arange(1, 60)), 1)
wide_position = wide_lower + wide_lower.T
stiff = eigh(omega * np.diag(np.arange(60.0))
             + quadratic * wide_position @ wide_position, eigvals_only=True)
assert abs((stiff[1] - stiff[0]) / omega - stiffening) < 1e-8
average, _ = dimer_moments(dimer_hamiltonian(quadratic=quadratic), 1)
quadratic_shift = average + hopping
assert abs(quadratic_shift - quadratic) < 1e-9

# Occupied dimer: combined addition and removal spectrum, half an electron/site.
ground_energy, ground_vector = eigh(plain, subset_by_index=[0, 0])
ground_energy = ground_energy[0]
chi1, chi2 = ground_vector[:, 0].reshape(2, levels**2)
two_electron_h = phonon_h + g * (x1 + x2)
for sign in (1, -1):
    added = (chi2 - sign * chi1) / np.sqrt(2)
    removed = (chi1 + sign * chi2) / np.sqrt(2)
    total_mean = (added @ two_electron_h @ added
                  - ground_energy * (added @ added)
                  + ground_energy * (removed @ removed)
                  - removed @ phonon_h @ removed)
    half_filled_shift = total_mean + sign * hopping
    assert abs(half_filled_shift + 2 * g**2 * 0.5 / omega) < 1e-5
density = 0.01
density_shift = -2 * g**2 * density / omega

print(f"hopping = {hopping:.3f} eV; phonon energy = {omega:.3f} eV")
print(f"coupling g = {g:.3f} eV; S = {S:.3f}")
print(f"atomic relaxation energy = {S * omega:.4f} eV")
print(f"atomic lowest-line weight = {atomic_weight[0]:.4f}")
print(f"atomic spectral mean = {abs(round(atomic_mean, 8)):.6f} eV")
print("four-site ring, complete spectra:")
for label, row in summary.items():
    bare, mean, width, third, below = row
    bare, mean = round(bare, 9) + 0.0, round(mean, 9) + 0.0
    print(f"k={label}: band = {bare:.6f} eV; mean = {mean:.6f} eV")
    print(f"  rms width = {width:.4f} eV; third = {third:.6f} eV^3")
    print(f"  weight below band energy = {below:.4f}")
print(f"polaron energy at k=0 = {polaron:.4f} eV")
print(f"Delta = {Delta:.4f} eV; Z = {Z:.4f}")
print(f"upper bound on Z = {g**2 / (g**2 + Delta**2):.4f}")
print(f"mean of all other lines = {rest_mean:.4f} eV")
print(f"other-line mean above band = {rest_mean - band:.4f} eV")
print(f"balance Z*Delta = {Z * Delta:.5f} eV")
print(f"window top = {window_top:.3f} eV; weight = {window_weight:.4f}")
print(f"mean inside window = {window_mean:.4f} eV")
print(f"apparent shift from cutoff = {window_mean - band:.4f} eV")
print(f"99.9% of weight lies below {top_999:.3f} eV")
print(f"six-site ring: energy = {energy6:.4f} eV; Z = {Z6:.4f}")
print(f"eight-site ring: energy = {energy8:.4f} eV; Z = {Z8:.4f}")
print("coupling scan at k=0, four sites:")
for coupling, energy, weight, bound in coupling_rows:
    print(f"g={coupling:.2f} eV: E={energy:.4f} eV; "
          f"Z={weight:.4f}; bound={bound:.4f}")
print(f"second-order edge lowering, 1D = {shift_1d:.4f} eV")
print(f"second-order edge lowering, 3D = {shift_3d:.4f} eV")
print(f"phonon occupation at 300 K = {bose(300):.5f}")
print(f"rms width at 300 K = {g * np.sqrt(2 * bose(300) + 1):.4f} eV")
print(f"site-disorder rms = {disorder:.3f} eV")
print(f"rms width with disorder = {np.hypot(g, disorder):.4f} eV")
print(f"local phonon stiffening = {100 * (stiffening - 1):.1f} %")
print(f"mean shift from stiffening = {quadratic_shift:.5f} eV")
print(f"dimer shift at 0.5 electron/site = {half_filled_shift:.4f} eV")
print(f"density = {density:.3f} electron/site")
print(f"mean shift at this density = {density_shift:.5f} eV")
print("checks complete")
```

Printed output:

```
hopping = 0.100 eV; phonon energy = 0.100 eV
coupling g = 0.150 eV; S = 2.250
atomic relaxation energy = 0.2250 eV
atomic lowest-line weight = 0.1054
atomic spectral mean = 0.000000 eV
four-site ring, complete spectra:
k=0: band = -0.200000 eV; mean = -0.200000 eV
  rms width = 0.1500 eV; third = 0.006750 eV^3
  weight below band energy = 0.7357
k=pi/2: band = 0.000000 eV; mean = 0.000000 eV
  rms width = 0.1500 eV; third = 0.002250 eV^3
  weight below band energy = 0.5421
k=pi: band = 0.200000 eV; mean = 0.200000 eV
  rms width = 0.1500 eV; third = -0.002250 eV^3
  weight below band energy = 0.4274
polaron energy at k=0 = -0.3165 eV
Delta = 0.1165 eV; Z = 0.4105
upper bound on Z = 0.6238
mean of all other lines = -0.1189 eV
other-line mean above band = 0.0811 eV
balance Z*Delta = 0.04783 eV
window top = 0.050 eV; weight = 0.9303
mean inside window = -0.2312 eV
apparent shift from cutoff = -0.0312 eV
99.9% of weight lies below 0.598 eV
six-site ring: energy = -0.3146 eV; Z = 0.4270
eight-site ring: energy = -0.3144 eV; Z = 0.4289
coupling scan at k=0, four sites:
g=0.05 eV: E=-0.2118 eV; Z=0.9230; bound=0.9475
g=0.10 eV: E=-0.2485 eV; Z=0.7123; bound=0.8097
g=0.15 eV: E=-0.3165 eV; Z=0.4105; bound=0.6238
g=0.20 eV: E=-0.4388 eV; Z=0.0960; bound=0.4122
second-order edge lowering, 1D = 0.1006 eV
second-order edge lowering, 3D = 0.0384 eV
phonon occupation at 300 K = 0.02134
rms width at 300 K = 0.1532 eV
site-disorder rms = 0.100 eV
rms width with disorder = 0.1803 eV
local phonon stiffening = 10.0 %
mean shift from stiffening = 0.00525 eV
dimer shift at 0.5 electron/site = -0.2250 eV
density = 0.010 electron/site
mean shift at this density = -0.00450 eV
checks complete
```
